# Steady electromigration stress in a sealed, void-free interconnect mesh: test program

```python
# Result under test: in a connected, sealed, void-free mesh of metal lines the
# steady stress at node n is
#     stress_n = mean_start_stress - (Z / Omega) * (V_n - V_mean)
# Tension is positive. Z > 0 is the size of the (negative) effective charge
# number, Omega the atomic volume, V_n the node voltage and V_mean the voltage
# averaged over the metal volume. Atoms cannot leave the mesh; current can.
# Working units: nm, mA, mV, ohm, MPa. Parameters are round model values in the
# rough regime of copper damascene wiring.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import eigh

# ---------------- inputs ----------------
charge_number = 1.0
atomic_volume = 12.0            # cubic angstrom
temperature = 380.0             # K
resistivity = 30.0              # ohm nm
thickness = 200.0               # nm
modulus = 30000.0               # MPa, effective modulus of the confined line
diffusivity = 1e-16             # cm2/s at zero stress
start_stress = 50.0             # MPa
void_threshold = 400.0          # MPa, rough
lines = [(0, 1), (1, 2), (3, 4), (4, 5), (0, 3), (1, 4), (2, 5)]
length = np.array([20000., 30000., 20000., 30000., 10000., 10000., 10000.])
width = np.array([200., 100., 100., 100., 200., 100., 100.])
injected = np.array([0.3, 0.0, -0.1, 0.0, 0.0, -0.2])   # mA into each node

mpa_per_ev_a3 = const.e / const.angstrom**3 / 1e6
thermal_energy = const.k * temperature / const.e         # eV
stress_per_mv = charge_number / atomic_volume * 1e-3 * mpa_per_ev_a3
area = width * thickness
resistance = resistivity * length / area
n_nodes, n_lines = len(injected), len(lines)

# ---------------- currents and voltages, by separate roads ----------------
incidence = np.zeros((n_lines, n_nodes))
for b, (i, j) in enumerate(lines):
    incidence[b, i], incidence[b, j] = -1.0, 1.0
# Currents: least dissipation among all that satisfy charge balance.
root_r = np.sqrt(resistance)
current = np.linalg.pinv(-incidence.T / root_r) @ injected / root_r
# Voltages: nodal analysis, with the last node as zero.
laplacian = incidence.T @ (incidence / resistance[:, None])
voltage = np.linalg.lstsq(laplacian, injected, rcond=None)[0]
voltage = voltage - voltage[-1]
assert np.allclose(current, -(incidence @ voltage) / resistance, atol=1e-10)
density = current / area                                  # mA/nm2

# ---------------- the formula ----------------
line_volume = area * length
line_mid_voltage = np.array([(voltage[i] + voltage[j]) / 2 for i, j in lines])
mean_voltage = np.average(line_mid_voltage, weights=line_volume)


def predicted_stress(mean_start, average_voltage):
    return mean_start - stress_per_mv * (voltage - average_voltage)


formula = predicted_stress(start_stress, mean_voltage)

# ---------------- stress equation on a grid along every line ----------------
cells = 12
n_points = n_nodes + n_lines * (cells - 1)
n_edges = n_lines * cells
difference = np.zeros((n_edges, n_points))
edge_line = np.repeat(np.arange(n_lines), cells)
step = length / cells
point_voltage = np.zeros(n_points)
point_voltage[:n_nodes] = voltage
for b, (i, j) in enumerate(lines):
    first = n_nodes + b * (cells - 1)
    chain = [i] + list(range(first, first + cells - 1)) + [j]
    point_voltage[chain] = np.linspace(voltage[i], voltage[j], cells + 1)
    for c in range(cells):
        difference[b * cells + c, chain[c]] = -1.0
        difference[b * cells + c, chain[c + 1]] = 1.0
midpoint = np.abs(difference) / 2
conductance = (area / step)[edge_line]
half_volume = (area * step)[edge_line]
volume = midpoint.T @ half_volume
# The electron wind enters through the current density only.
wind = -stress_per_mv * (resistivity * density * step)[edge_line]
stress_to_exponent = atomic_volume / mpa_per_ev_a3 / thermal_energy

stiffness_matrix = difference.T @ (conductance[:, None] * difference)
slowest_rate = eigh(stiffness_matrix, np.diag(volume), eigvals_only=True)[1]
end_time = 200.0 / slowest_rate                           # nm2, time * kappa


def evolve(start, line_mobility, storage):
    """March the stress in time; diffusivity grows with tension."""
    base = conductance * line_mobility[edge_line]

    def parts(s):
        mobility = base * np.exp(stress_to_exponent * (midpoint @ s))
        return mobility, difference @ s + wind

    def rate(t, s):
        mobility, force = parts(s)
        return -(difference.T @ (mobility * force)) / storage

    def jacobian(t, s):
        mobility, force = parts(s)
        inner = difference + stress_to_exponent * force[:, None] * midpoint
        return -(difference.T @ (mobility[:, None] * inner)) / storage[:, None]

    run = solve_ivp(rate, (0.0, end_time), start, method="BDF", jac=jacobian,
                    rtol=1e-8, atol=1e-7, dense_output=True)
    assert run.success
    # The squared spread of stress + Z V / Omega must never grow.
    phi = run.y + stress_per_mv * point_voltage[:, None]
    phi = phi - np.average(phi, axis=0, weights=storage)
    spread = storage @ phi**2
    assert np.all(np.diff(spread) <= 1e-6 * spread[0])
    assert spread[-1] < 1e-6 * spread[0]
    return run


equal = np.ones(n_lines)
uniform_start = np.full(n_points, start_stress)
main_run = evolve(uniform_start, equal, volume)
marched = main_run.y[:n_nodes, -1]
gap_main = np.max(np.abs(marched - formula))
assert gap_main < 1e-3

# Uneven start and unequal diffusivities: only the mean start may matter.
uneven_start = start_stress + 40.0 * np.sin(np.arange(n_points))
uneven_mean = np.average(uneven_start, weights=volume)
line_mobility = np.array([0.5, 2.0, 1.0, 3.0, 0.7, 1.5, 1.0])
uneven_run = evolve(uneven_start, line_mobility, volume)
gap_uneven = np.max(np.abs(uneven_run.y[:n_nodes, -1]
                           - predicted_stress(uneven_mean, mean_voltage)))
assert gap_uneven < 1e-3

# Unequal stiffness: the weight of each line becomes volume / modulus.
relative_modulus = np.array([0.8, 1.0, 1.0, 1.0, 0.8, 1.0, 1.0])
soft_storage = midpoint.T @ (half_volume / relative_modulus[edge_line])
soft_run = evolve(uniform_start, equal, soft_storage)
soft_mean_voltage = np.average(line_mid_voltage,
                               weights=line_volume / relative_modulus)
gap_soft = np.max(np.abs(soft_run.y[:n_nodes, -1]
                         - predicted_stress(start_stress, soft_mean_voltage)))
assert gap_soft < 1e-3
soft_shift = np.max(np.abs(soft_run.y[:n_nodes, -1] - marched))

# The plain mean over nodes must fail on this mesh.
plain_mean = voltage.mean()
plain_error = stress_per_mv * abs(plain_mean - mean_voltage)
assert plain_error > 1.0


# ---------------- unequal effective charge: loops against a tree -------------
def steady_state(wind_term, edge_conductance):
    weights = volume / volume.mean()
    matrix = np.zeros((n_points + 1, n_points + 1))
    matrix[:-1, :-1] = difference.T @ (edge_conductance[:, None] * difference)
    matrix[:-1, -1] = matrix[-1, :-1] = weights
    right = np.append(-difference.T @ (edge_conductance * wind_term),
                      start_stress * weights.sum())
    s = np.linalg.solve(matrix, right)[:-1]
    return s, edge_conductance * (difference @ s + wind_term)


wind_flux = abs(conductance[0] * wind[0])
s_equal, flux_equal = steady_state(wind, conductance)
assert np.max(np.abs(s_equal[:n_nodes] - formula)) < 1e-6
assert np.max(np.abs(flux_equal)) < 1e-8 * wind_flux
changed_wind = np.where(edge_line == 0, 1.2 * wind, wind)
s_changed, flux_changed = steady_state(changed_wind, conductance)
circulation = np.max(np.abs(flux_changed)) / wind_flux
assert circulation > 0.01
charge_shift = np.max(np.abs(s_changed[:n_nodes] - formula))
cut = conductance.copy()
cut[2 * cells + 5] = cut[3 * cells + 5] = 0.0             # opens both loops
flux_tree = steady_state(changed_wind, cut)[1]
assert np.max(np.abs(flux_tree)) < 1e-8 * wind_flux

# ---------------- times, and sizes of neglected effects ----------------
kappa = (diffusivity * 1e14 * modulus / mpa_per_ev_a3
         * atomic_volume / thermal_energy)                # nm2/s
relaxation_years = 1.0 / (slowest_rate * kappa) / const.year
ten_years = kappa * 10 * const.year
assert ten_years < end_time
top = int(np.argmax(formula))
stress_ten_years = main_run.sol(ten_years)[top]
transient_peak = main_run.y.max()
assert transient_peak < void_threshold

oxide_thickness, oxide_conductivity = 1000.0, 0.3         # nm, W/(m K)
heat_per_length = (current * 1e-3)**2 * resistance / (length * 1e-9)
heating = np.max(heat_per_length * oxide_thickness
                 / (oxide_conductivity * (width + oxide_thickness)))
transport_heat = 0.1                                      # eV, rough
thermal_shift = (transport_heat * heating / temperature
                 / atomic_volume * mpa_per_ev_a3)
expansion = 2e-5                                          # 1/K, rough
expansion_shift = 3 * expansion * heating * modulus
final = main_run.y[:, -1]
variance = np.average((final - start_stress)**2, weights=volume)
strain_shift = variance / (2 * modulus)


def show(label, value, unit, form=".3f"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("effective charge number Z", charge_number, "", ".1f")
show("atomic volume", atomic_volume, "A^3", ".1f")
show("temperature", temperature, "K", ".0f")
show("resistivity", resistivity, "ohm nm", ".0f")
show("line thickness", thickness, "nm", ".0f")
show("effective modulus", modulus, "MPa", ".0f")
show("diffusivity at zero stress", diffusivity, "cm2/s", ".1e")
show("mean starting stress", start_stress, "MPa", ".1f")
print("line: length nm, width nm, current mA, density MA/cm2")
for b, (i, j) in enumerate(lines):
    print(f"  {i}->{j}: {length[b]:.0f}, {width[b]:.0f}, "
          f"{current[b]:.4f}, {density[b] * 1e5:.3f}")
show("stress per voltage Z/Omega", stress_per_mv, "MPa/mV")
show("volume-averaged voltage", mean_voltage, "mV", ".4f")
print("node: injected mA, voltage mV, formula MPa, marched MPa")
for n in range(n_nodes):
    print(f"  {n}: {injected[n]:.1f}, {voltage[n]:.4f}, "
          f"{formula[n]:.3f}, {marched[n]:.3f}")
show("node of highest tension", top, "", "d")
show("highest steady tension", formula[top], "MPa")
show("same, converted", formula[top] / mpa_per_ev_a3, "eV/A^3", ".3e")
show("largest gap, main run", gap_main, "MPa", ".1e")
show("mean stress of uneven start", uneven_mean, "MPa")
show("largest gap, uneven start", gap_uneven, "MPa", ".1e")
show("plain node-mean voltage", plain_mean, "mV", ".4f")
show("stress error from plain mean", plain_error, "MPa")
show("slowest relaxation time", relaxation_years, "years", ".2f")
show("tension there after 10 years", stress_ten_years, "MPa", ".2f")
show("highest tension at any time", transient_peak, "MPa")
show("rough void threshold", void_threshold, "MPa", ".0f")
show("20% softer lines 0->1, 0->3: shift", soft_shift, "MPa")
show("largest gap, volume/modulus weight", gap_soft, "MPa", ".1e")
show("20% larger Z in 0->1: largest shift", charge_shift, "MPa")
show("its loop flux / wind flux in 0->1", circulation, "", ".4f")
show("largest Joule heating", heating, "K")
show("rough heat of transport", transport_heat, "eV", ".1f")
show("heat-driven migration shift", thermal_shift, "MPa")
show("thermal expansion shift", expansion_shift, "MPa")
show("second-order strain shift", strain_shift, "MPa")
show("largest width / shortest length", width.max() / length.min(), "")
print("done: every assertion held")
```

Printed output:

```
effective charge number Z: 1.0
atomic volume: 12.0 A^3
temperature: 380 K
resistivity: 30 ohm nm
line thickness: 200 nm
effective modulus: 30000 MPa
diffusivity at zero stress: 1.0e-16 cm2/s
mean starting stress: 50.0 MPa
line: length nm, width nm, current mA, density MA/cm2
  0->1: 20000, 200, 0.2000, 0.500
  1->2: 30000, 100, 0.1500, 0.750
  3->4: 20000, 100, 0.1000, 0.500
  4->5: 30000, 100, 0.1500, 0.750
  0->3: 10000, 200, 0.1000, 0.250
  1->4: 10000, 100, 0.0500, 0.250
  2->5: 10000, 100, 0.0500, 0.250
stress per voltage Z/Omega: 13.351 MPa/mV
volume-averaged voltage: 6.4219 mV
node: injected mA, voltage mV, formula MPa, marched MPa
  0: 0.3, 10.5000, -4.449, -4.449
  1: 0.0, 7.5000, 35.605, 35.605
  2: -0.1, 0.7500, 125.728, 125.728
  3: 0.0, 9.7500, 5.565, 5.565
  4: 0.0, 6.7500, 45.619, 45.619
  5: -0.2, 0.0000, 135.741, 135.741
node of highest tension: 5
highest steady tension: 135.741 MPa
same, converted: 8.472e-04 eV/A^3
largest gap, main run: 4.0e-13 MPa
mean stress of uneven start: 51.186 MPa
largest gap, uneven start: 3.9e-12 MPa
plain node-mean voltage: 5.8750 mV
stress error from plain mean: 7.302 MPa
slowest relaxation time: 19.14 years
tension there after 10 years: 94.79 MPa
highest tension at any time: 135.741 MPa
rough void threshold: 400 MPa
20% softer lines 0->1, 0->3: shift: 3.380 MPa
largest gap, volume/modulus weight: 1.8e-12 MPa
20% larger Z in 0->1: largest shift: 3.862 MPa
its loop flux / wind flux in 0->1: 0.0457
largest Joule heating: 0.102 K
rough heat of transport: 0.1 eV
heat-driven migration shift: 0.359 MPa
thermal expansion shift: 0.184 MPa
second-order strain shift: 0.031 MPa
largest width / shortest length: 0.020
done: every assertion held
```
